# Counting and storing three- and four-particle density matrices for NEVPT2 and CASPT2

## Problem

A complete-active-space wavefunction $|\Psi\rangle$ is real and normalized, and has $N$ electrons in $n$ real orthonormal active orbitals. No point-group symmetry is used. Its spin-free $k$-particle density matrix is

$$
\Gamma^{p_1\ldots p_k}_{q_1\ldots q_k}=\sum_{\sigma_1\ldots\sigma_k}
\langle\Psi|a^\dagger_{p_1\sigma_1}\cdots a^\dagger_{p_k\sigma_k}a_{q_k\sigma_k}\cdots a_{q_1\sigma_1}|\Psi\rangle ,
$$

written $\Gamma^{(k)}$ for short. Internally contracted second-order perturbation theory (NEVPT2 or CASPT2) is to be built on this reference.

1. Show why the perturbation theories call for $\Gamma^{(3)}$ and $\Gamma^{(4)}$.
2. Two elements count as the same if index permutations or transposition turn one into the other. Find the number $U_k$ of unique elements.
3. Decide whether the unique elements are linearly independent.
4. Evaluate the counts for $n=14$, $20$ and $30$. With 8 bytes per element and $1\ \mathrm{GB}=10^9$ bytes, state where storage fails if a single array may occupy 64 GB, and if it may occupy 1000 GB.
5. Decide whether $\Gamma^{(4)}$ has to be stored at all, and whether it or the wavefunction is the first to outgrow memory.

## Solution

### 1. Which ranks are needed

The first-order functions are made by two-electron operators, which contain four elementary operators. If all four were active, the result would stay inside the complete active space, which is already treated variationally. At least one index is therefore inactive or virtual, and at most three are active.

Take the class in which one electron goes to a virtual orbital $e$. With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, its functions are

$$
\sum_\sigma a^\dagger_{e\sigma}X_\sigma|\Psi\rangle,\qquad
X_\sigma=\sum_{pqr}c_{pqr}E_{pq}a_{r\sigma}.
$$

The orbital $e$ is empty in $\Psi$, so it drops out of the overlaps, leaving active-space expectation values such as $\langle X^\dagger X\rangle$. The spin label is suppressed from here on. The class that brings one inactive electron into the active space also has three active operators.

To express an expectation value through density matrices, all creation operators are moved to the left. Each anticommutator met on the way removes one creation and one annihilation operator. A product of $2m$ operators thus gives density matrices of rank $m$ and lower.

**Overlap.** $X^\dagger X$ has $3+3=6$ operators, so it needs $\Gamma^{(3)}$.

**CASPT2.** The zeroth-order Hamiltonian contains the one-electron Fock operator $F=\sum_{vw}f_{vw}E_{vw}$. The product $X^\dagger FX$ has $3+2+3=8$ operators and needs $\Gamma^{(4)}$.

**NEVPT2.** The active part $H$ of the zeroth-order Hamiltonian contains two-electron terms. The product $X^\dagger HX$ has $3+4+3=10$ operators, which suggests rank five. However, $H|\Psi\rangle=E|\Psi\rangle$, and therefore

$$
\langle X^\dagger(H-E)X\rangle=\langle X^\dagger HX\rangle-\langle X^\dagger XH\rangle
=\langle X^\dagger[H,X]\rangle .
$$

In $HX$ and $XH$ the terms without any anticommutator are equal: every term of $H$ has an even number of operators, so moving it past $X$ costs no sign. These terms cancel in the commutator. What survives has lost at least one pair, so $[H,X]$ has at most $4+3-2=5$ operators and $X^\dagger[H,X]$ at most eight. Again $\Gamma^{(4)}$ is the highest rank.

The same device would reduce the CASPT2 product to six operators if $\Psi$ were an eigenfunction of $F$. In general it is not. In

$$
\langle X^\dagger FX\rangle=\langle X^\dagger[F,X]\rangle+\langle X^\dagger XF\rangle
$$

the last term still has eight operators. The two theories thus reach rank four by different routes: CASPT2 because its reference is not an eigenfunction of $F$, NEVPT2 because its $H$ has two-electron terms. The numerical check measures these operator degrees on explicit matrices.

### 2. The number of unique elements

**Permutation of pairs.** Exchange $(p_i,q_i)$ with $(p_j,q_j)$ and rename the summed spins accordingly. Exchanging two creation operators gives a factor $-1$, and exchanging the two matching annihilation operators gives another. The product is $+1$, so the element is unchanged. For example,

$$
\Gamma^{pqr}_{stu}=\Gamma^{qpr}_{tsu}.
$$

Exchanging upper indices alone is not a symmetry, because it changes which upper index shares a spin with which lower index.

An element is thus fixed by an unordered collection of $k$ pairs $(p,q)$, repetitions allowed, drawn from $n^2$ possible pairs. To count such collections, write $k$ marks distributed over $n^2$ boxes, with $n^2-1$ walls between the boxes. Choosing the positions of the marks among $n^2+k-1$ symbols gives

$$
M_k=\binom{n^2+k-1}{k}.
$$

**Transposition.** The adjoint of $a^\dagger_{p_1}\cdots a^\dagger_{p_k}a_{q_k}\cdots a_{q_1}$ is $a^\dagger_{q_1}\cdots a^\dagger_{q_k}a_{p_k}\cdots a_{p_1}$. For a real state both have the same expectation value, so all upper indices may be exchanged with all lower ones.

Let $F_k$ be the number of collections that this exchange leaves unchanged. The other $M_k-F_k$ collections fall into twos with equal values. Hence

$$
U_k=F_k+\frac{M_k-F_k}{2}=\frac{M_k+F_k}{2}.
$$

For a complex state, the partners would be complex conjugates. There would then be $F_k$ real numbers and $(M_k-F_k)/2$ complex ones, which is $M_k$ real numbers in all. Reality of the state therefore saves nearly a factor of two.

**Self-transposed collections.** Transposition maps $(p,q)$ to $(q,p)$. An unchanged collection contains both equally often when $p\ne q$, while diagonal pairs $(p,p)$ are unrestricted. Let it contain $j$ couples $\{(p,q),(q,p)\}$. They are drawn with repetition from $L=n(n-1)/2$ kinds, and the remaining $k-2j$ pairs are drawn from $n$ diagonal ones:

$$
F_k=\sum_{j=0}^{\lfloor k/2\rfloor}\binom{L+j-1}{j}\binom{n+k-2j-1}{k-2j}.
$$

The two cases needed are

$$
F_3=\binom{n+2}{3}+Ln,
$$

$$
F_4=\binom{n+3}{4}+L\binom{n+1}{2}+\binom{L+1}{2}.
$$

**Large active spaces.** Writing out the binomial coefficient,

$$
M_k=\frac{n^2(n^2+1)\cdots(n^2+k-1)}{k!}
=\frac{n^{2k}}{k!}\left[1+\frac{k(k-1)}{2n^2}+\cdots\right],
$$

because $1+2+\cdots+(k-1)=k(k-1)/2$. Since $L$ grows as $n^2$, every term of $F_k$ grows as $n^k$, so $F_k/M_k$ falls as $n^{-k}$. The leading estimates are

$$
U_3\simeq\frac{n^6}{12},\qquad U_4\simeq\frac{n^8}{48}.
$$

They are too small by relative amounts of about $3/n^2$ and $6/n^2$. Symmetry changes the prefactor but not the power: doubling $n$ still multiplies the size of $\Gamma^{(4)}$ by about $2^8=256$.

### 3. Unique does not mean independent

The count $U_k$ uses index symmetries alone. It includes elements that vanish for another reason. For instance, $\Gamma^{pqr}_{sss}=0$, because three electrons cannot be removed from one orbital that holds two. For $n=1$ the formula gives $U_3=1$, although this single element is zero.

A bound on the number of independent elements follows from spin. Any linear combination of elements of $\Gamma^{(k)}$ is the expectation value of a $k$-body operator $W$ made of spin-summed strings. Such an operator is determined by its matrix elements between $k$-electron states. It commutes with spin rotations, so it does not connect different total spins $S$, and it acts alike on all members of a multiplet. If $D_S$ is the number of multiplets of spin $S$ that $k$ electrons can form in $n$ orbitals, $W$ is specified by one $D_S\times D_S$ matrix for each $S$. In a real state only the symmetric part contributes. The number of independent elements is therefore at most

$$
I_k=\sum_S\frac{D_S(D_S+1)}{2}.
$$

To find $D_S$, count determinants with $a=k/2+S$ spin-up and $b=k/2-S$ spin-down electrons. Every multiplet with spin at least $S$ contributes one state with $M_S=S$. Subtracting the states with $M_S=S+1$ leaves the multiplets of spin $S$ itself:

$$
D_S=\binom na\binom nb-\binom n{a+1}\binom n{b-1},
$$

where the second term is absent for $b=0$. For three electrons,

$$
D_{1/2}=n\binom n2-\binom n3=\frac{n(n-1)[3n-(n-2)]}{6}=\frac{n(n^2-1)}{3},
$$

and $D_{3/2}=\binom n3$. For four electrons,

$$
D_0=\binom n2^2-n\binom n3
=\frac{n^2(n-1)[3(n-1)-2(n-2)]}{12}=\frac{n^2(n^2-1)}{12},
$$

$$
D_1=n\binom n3-\binom n4
=\frac{n(n-1)(n-2)[4n-(n-3)]}{24}=\frac{n(n^2-1)(n-2)}{8},
$$

and $D_2=\binom n4$. At large $n$ these give

$$
I_3\simeq\frac{n^6}{2}\left(\frac19+\frac1{36}\right)=\frac{5n^6}{72},
$$

$$
I_4\simeq\frac{n^8}{2}\left(\frac1{144}+\frac1{64}+\frac1{576}\right)=\frac{7n^8}{576}.
$$

Relative to $U_k$, the fractions tend to $5/6$ and $7/12$. The unique elements are thus not all independent.

The derivation proves an upper bound. That the bound is reached when no further condition is placed on the state follows from Schur–Weyl duality, a theorem not proved here, provided there are at least $k$ electrons and, for $N>k$, at least $k$ holes, $2n-N\ge k$. With fewer holes the matrix is fixed by a hole density matrix of lower rank, and the count can only be smaller. The numerical check supports this in two small cases by computing the rank of density matrices from random states. For $n=4$, $k=3$ it finds 430 unique and 220 independent elements; for $n=3$, $k=4$ it finds 267 and 27. These ranks account for homogeneous relations only. Normalization adds one inhomogeneous relation, since the full trace of $\Gamma^{(k)}$ equals $N!/(N-k)!$, so at most $I_k-1$ elements can vary freely. These random states mix different total spins. A reference of definite total spin obeys additional relations whenever the $N$-electron space contains more than one spin. The reason is that $\hat S^2$ is a spin-free two-electron operator, so $\langle\hat S^2\rangle=S(S+1)$ is one further linear condition on the elements. It is only the simplest of many: $\langle W\hat S^2\rangle=S(S+1)\langle W\rangle$ holds for every spin-free $W$ of rank up to $k-2$. The loss can be large. Four electrons in four orbitals form $D_1=15$ triplets, so a triplet reference has at most $15\cdot16/2=120$ independent elements of $\Gamma^{(3)}$, against $I_3=220$. The bound $I_k$ does not use such relations.

Storing an independent set would require reconstructing the other elements from linear relations. The storage estimates below use $U_k$, for which retrieval needs only a reordering of indices.

### 4. Numbers and storage limits

For $n=14$ there are $n^2=196$ pairs. The three-particle count is

$$
M_3=\binom{198}{3}=1\,274\,196,\qquad F_3=1\,834,
$$

$$
U_3=\frac{1\,274\,196+1\,834}{2}=638\,015.
$$

The four-particle count is

$$
M_4=\binom{199}{4}=63\,391\,251,\qquad F_4=16\,121,
$$

$$
U_4=\frac{63\,391\,251+16\,121}{2}=31\,703\,686.
$$

The same formulas give, for the other two spaces,

$$
n=20:\quad U_3=\frac{10\,746\,800+5\,340}{2}=5\,376\,070,
$$

$$
U_4=\frac{1\,082\,740\,100+66\,900}{2}=541\,403\,500,
$$

$$
n=30:\quad U_3=\frac{121\,905\,300+18\,010}{2}=60\,961\,655,
$$

$$
U_4=\frac{27\,520\,121\,475+338\,025}{2}=13\,760\,229\,750.
$$

The estimate $n^8/48$ is already good at $n=14$, where the true count is 1.031 times as large. At $n=30$ the factor is 1.007.

The upper bound $I_4$ on the number of independent elements of $\Gamma^{(4)}$ is about $1.40\times10^7$, $2.61\times10^8$ and $7.10\times10^9$ for the three spaces. These are 44%, 48% and 52% of the unique ones, still below the limiting fraction $7/12$.

A full array holds $n^{2k}$ elements, and a packed array holds $U_k$. For $n=30$ and $k=4$, for example,

$$
8\times6.561\times10^{11}\ \text{bytes}=5249\ \mathrm{GB},
$$

$$
8\times1.376\times10^{10}\ \text{bytes}=110\ \mathrm{GB}.
$$

All sizes in the table are in GB.

| $n$ | $\Gamma^{(3)}$ full | $\Gamma^{(3)}$ packed | $\Gamma^{(4)}$ full | $\Gamma^{(4)}$ packed |
|---:|---:|---:|---:|---:|
| 14 | 0.060 | 0.0051 | 11.8 | 0.25 |
| 20 | 0.51 | 0.043 | 205 | 4.3 |
| 30 | 5.8 | 0.49 | 5249 | 110 |

The three-particle matrix fits in every case. For the four-particle matrix the answer depends on the format and the budget:

- **64 GB:** at $n=14$ both formats fit. At $n=20$ the full array fails and the packed one fits. At $n=30$ both fail. The largest spaces that fit have 17 orbitals in full format and 28 in packed format.
- **1000 GB:** at $n=14$ and $n=20$ both formats fit. At $n=30$ the full array fails and the packed one fits. The largest spaces have 24 and 39 orbitals.

Raising the budget by a factor of about 16 moves the limit by only 7 orbitals in full format and 11 in packed format. This follows from the eighth power: the largest $n$ grows roughly as the eighth root of the memory, and $(1000/64)^{1/8}\approx1.4$.

These limits are for one array. Workspace, a second copy or an index table lowers them. A simpler packing that uses the pair permutations but not transposition stores $M_4$ elements, almost twice $U_4$. Point-group symmetry would reduce the counts by making some elements vanish.

### 5. What has to be stored

**The lower rank is contained in the higher one.** Set the fourth upper and lower indices equal and sum over them. The innermost operators then form the number operator $\sum_{v\tau}a^\dagger_{v\tau}a_{v\tau}$, which acts on a state from which three electrons have been removed:

$$
\sum_v\Gamma^{pqrv}_{stuv}=(N-3)\,\Gamma^{pqr}_{stu}.
$$

For $N>3$, $\Gamma^{(3)}$ therefore carries no information beyond $\Gamma^{(4)}$. It is nevertheless useful to keep it separately, because $\Gamma^{(4)}$ need not be kept.

**CASPT2.** In $\langle X^\dagger FX\rangle$ the two indices belonging to $F$ are summed with the Fock matrix. The four-particle matrix enters through

$$
G^{pqr}_{stu}=\sum_{vw}f_{vw}\Gamma^{pqrv}_{stuw}.
$$

This object has six free indices. Permuting the three free pairs leaves it unchanged. Under transposition, $\Gamma^{stuv}_{pqrw}=\Gamma^{pqrw}_{stuv}$; renaming $v\leftrightarrow w$ and using $f_{vw}=f_{wv}$ restores the original sum. Hence $G$ has the symmetry of $\Gamma^{(3)}$ and can be packed into $U_3$ numbers.

For each fixed $v,w$, a batch of $n^6$ elements can be generated, multiplied by $f_{vw}$, added to $G$ and discarded. If the active orbitals diagonalize the active block of $f$, only $v=w$ contributes, and $n^7$ rather than $n^8$ elements enter.

**NEVPT2.** Write $X_{pqr}=E_{pq}a_r$. The required matrix is

$$
K_{pqr,stu}=\langle X^\dagger_{pqr}[H,X_{stu}]\rangle ,
$$

with the matching spins summed. It also has six free indices, since all indices of $H$ are summed with its integrals. It lacks the pair-permutation symmetry of $\Gamma^{(3)}$. For a real eigenstate it equals $\langle X^\dagger_{pqr}(H-E)X_{stu}\rangle$ and is symmetric under $pqr\leftrightarrow stu$, which would save nearly a factor of two. A safe upper estimate is the full $n^6$ array.

At $n=30$ such an array takes 5.8 GB, compared with 5249 GB for the full $\Gamma^{(4)}$. Direct accumulation thus removes the storage failure found in part 4 under both budgets. It does not remove the work of producing the contributions, which may become the next limit.

**The wavefunction.** The size of $\Gamma^{(4)}$ depends on $n$ but not on $N$. A determinant expansion depends on both. For $N=n$ electrons, with $n$ even and $M_S=0$, half the electrons have each spin, and the number of determinants is

$$
\binom{n}{n/2}^2 .
$$

At $n=14$ this is $1.18\times10^7$ determinants, or 0.094 GB for one vector. That is less than the packed $\Gamma^{(4)}$. At $n=20$ it is $3.41\times10^{10}$ determinants, or 273 GB, more than even the full $\Gamma^{(4)}$. At $n=30$ a vector would need about $1.9\times10^8$ GB.

With a 64 GB budget and half filling, the order of failure is therefore as follows. At $n=14$ neither object fails. At $n=20$ the determinant vector fails while the packed density matrix still fits. Spin adaptation postpones this failure by one step. The formula for $D_S$ of part 3 with $a=b=10$ gives $\binom{20}{10}^2-\binom{20}{11}\binom{20}{9}\approx5.9\times10^9$ singlet functions, or 47 GB, which fits. At $n=22$ the same formula gives $7.9\times10^{10}$ functions, or about 640 GB, which does not. In either basis the vector fails before the packed density matrix, whose limit is 28 orbitals. The full array is a different case: it fails first, at $n=18$, where it needs 88 GB while the determinant vector needs 19 GB. At $n=30$ both fail, the vector by a far larger factor. With 1000 GB, a single vector still fits at $n=20$, but a solver that holds several vectors can exceed the budget. For nearly empty or nearly full active spaces the vector is much shorter, and the order can be reversed.

Where the vector fails, a compressed or stochastic solver has to replace exact diagonalization before the perturbation step is reached. This affects part 1 as well. If the approximate $\Psi$ is not an eigenfunction of $H$, then for $E=\langle H\rangle$

$$
\langle X^\dagger(H-E)X\rangle-\langle X^\dagger[H,X]\rangle
=\langle X^\dagger X(H-E)\rangle ,
$$

and the right-hand side need not vanish. The reduction from rank five to rank four then becomes an approximation, with an error governed by the residual $(H-E)|\Psi\rangle$. Having room for $\Gamma^{(4)}$ is therefore not enough. Either the solver makes this residual small, so that the rank-four form can be used, or the term $\langle X^\dagger X(H-E)\rangle$ has to be kept, and it contains ten operators and so reaches rank five when written through density matrices of $\Psi$. This does not force $\Gamma^{(5)}$ to be built. With $|R\rangle=(H-E)|\Psi\rangle$ the term is $\langle\Psi|X^\dagger X|R\rangle$, a transition array with six free indices, at the price of forming or representing $|R\rangle$.

## Computed results

```
operators in overlap X+ X: 6
operators in CASPT2 X+ F X: 8
operators in X+ [F,X]: 6
operators in X+ H X: 10
operators in NEVPT2 X+ [H,X]: 8
test n=4 k=3: unique 430, independent 220
test n=3 k=4: unique 267, independent 27
n=14 k=3: M=1274196, F=1834
  elements: full 7529536, unique 638015
  independent 480935, unique/estimate 1.0168
  storage: full 0.06024 GB, unique 0.005104 GB
n=14 k=4: M=63391251, F=16121
  elements: full 1475789056, unique 31703686
  independent 13961766, unique/estimate 1.0312
  storage: full 11.81 GB, unique 0.2536 GB
  half-filled Sz=0 vector: 1.178e+07 determinants, 0.09423 GB
n=20 k=3: M=10746800, F=5340
  elements: full 64000000, unique 5376070
  independent 4189500, unique/estimate 1.0080
  storage: full 0.512 GB, unique 0.04301 GB
n=20 k=4: M=1082740100, F=66900
  elements: full 25600000000, unique 541403500
  independent 261391075, unique/estimate 1.0151
  storage: full 204.8 GB, unique 4.331 GB
  half-filled Sz=0 vector: 3.413e+10 determinants, 273.1 GB
n=30 k=3: M=121905300, F=18010
  elements: full 729000000, unique 60961655
  independent 48658375, unique/estimate 1.0035
  storage: full 5.832 GB, unique 0.4877 GB
n=30 k=4: M=27520121475, F=338025
  elements: full 656100000000, unique 13760229750
  independent 7103884950, unique/estimate 1.0067
  storage: full 5249 GB, unique 110.1 GB
  half-filled Sz=0 vector: 2.406e+16 determinants, 1.925e+08 GB
budget 64 GB, k=3: largest n full 44, packed 67
budget 64 GB, k=4: largest n full 17, packed 28
budget 1000 GB, k=3: largest n full 70, packed 106
budget 1000 GB, k=4: largest n full 24, packed 39
```
